\section*{Why neutrons scatter only from magnetization perpendicular to Q}

\section{A cross section that vanishes}

Take an isolated Mn$^{2+}$ ion, fixed in position, with five unpaired electrons and a moment of $5.01$ Bohr magnetons. In an unrestricted Hartree--Fock calculation, its elastic magnetic cross section for unpolarized neutrons, counting only scattering that leaves the ion in its spin state, is $1.07$ barn/sr at momentum transfer $2.0$ inverse angstrom when the moment is at right angles to the momentum transfer. Turn the moment until it is parallel to the momentum transfer, and the cross section, in the first Born approximation used throughout, is zero. The ion is equally magnetic in both cases, and its spin density is spherical, so the shape of the ion cannot explain the difference. The explanation lies in the magnetic field through which neutron and electrons interact.

\section{Statement}

A neutron goes from wavevector $\mathbf k$ to $\mathbf k'$. Let $\mathbf Q=\mathbf k-\mathbf k'\ne0$ and $\mathbf n=\mathbf Q/Q$. Fourier components are defined by
\begin{equation}
F(\mathbf Q)=\int e^{i\mathbf Q\cdot\mathbf r}F(\mathbf r)\,d^3r .
\end{equation}
The neutron has position $\mathbf r_n$ and moment $\boldsymbol\mu_n=-\gamma\mu_N\boldsymbol\sigma$, where $\boldsymbol\sigma$ are its Pauli matrices, $\mu_N=e\hbar/2m_p$ and $\gamma=1.91304$. Electron $i$ has charge $-e$, position $\mathbf r_i$, momentum $\mathbf p_i$, spin $\mathbf s_i$ in units of $\hbar$, and spin moment $\mathbf m_i=-g\mu_B\mathbf s_i$, with $\mu_B=e\hbar/2m_e$. SI units are used in the formulas.

\paragraph{Assumptions.}
(a) The electrons are non-relativistic. (b) The interaction is kept to first order in $\boldsymbol\mu_n$. (c) Scattering is treated in the first Born approximation. (d) The scatterer is bound so firmly that its recoil can be ignored. (e) Nuclear scattering and the neutron's coupling to electric fields are left out.

\paragraph{Theorem.}
Under these assumptions the magnetic scattering length is the operator
\begin{equation}
b(\mathbf Q)=\frac{p}{\mu_B}\,\boldsymbol\sigma\cdot\mathbf M_\perp(\mathbf Q),
\label{main}
\end{equation}
\begin{equation}
\mathbf M_\perp(\mathbf Q)=-\mu_B\sum_i e^{i\mathbf Q\cdot\mathbf r_i}
\left[g\,\mathbf n\times(\mathbf s_i\times\mathbf n)
+\frac{2i}{\hbar Q}\,\mathbf p_i\times\mathbf n\right],
\label{mperp}
\end{equation}
which satisfies $\mathbf n\cdot\mathbf M_\perp=0$. The strength per Bohr magneton is
\begin{equation}
p=\frac{m_n\mu_0\gamma\mu_N\mu_B}{2\pi\hbar^2}
=\frac{\gamma r_0}{2}\,\frac{m_n}{m_p},\qquad
r_0=\frac{\mu_0e^2}{4\pi m_e}.
\label{p}
\end{equation}

The customary strength, $2.695$ fm, is $\gamma r_0/2$; it sets $m_n/m_p=1$. With the actual mass ratio, $p=2.699$ fm.

The proof has three parts: the interaction is written as the energy of the neutron in the electrons' field, that field is Fourier transformed, and the result is converted to a scattering length.

\section{The interaction is the neutron's energy in a field}

\paragraph{Lemma 1.}
To first order in $\boldsymbol\mu_n$ the interaction is $V=-\boldsymbol\mu_n\cdot\mathbf B(\mathbf r_n)$. With $\mathbf R=\mathbf r_n-\mathbf r_i$, each electron contributes to $\mathbf B$
\begin{equation}
\mathbf B_i=\frac{\mu_0}{4\pi}\left[\nabla\times\nabla\times\frac{\mathbf m_i}{R}
-\frac{2\mu_B}{\hbar}\,\mathbf p_i\times\frac{\mathbf R}{R^3}\right].
\label{field}
\end{equation}

\paragraph{Proof.}
At the electron, the neutron's vector potential is
\begin{equation}
\mathbf A=\frac{\mu_0}{4\pi}\,\boldsymbol\mu_n\times\frac{\mathbf r_i-\mathbf r_n}{|\mathbf r_i-\mathbf r_n|^3}
=-\frac{\mu_0}{4\pi}\,\boldsymbol\mu_n\times\frac{\mathbf R}{R^3}.
\end{equation}
It enters the electron's Hamiltonian through
\begin{equation}
\frac{(\mathbf p_i+e\mathbf A)^2}{2m_e}+g\mu_B\,\mathbf s_i\cdot(\nabla_i\times\mathbf A).
\end{equation}
Since $\mathbf A=(\mu_0/4\pi)\nabla_i\times(\boldsymbol\mu_n/R)$ is a curl, its divergence is zero. Hence $\mathbf p_i\cdot\mathbf A=\mathbf A\cdot\mathbf p_i$, and the linear part of the square is $(e/m_e)\mathbf A\cdot\mathbf p_i$.

For this orbital part write $\mathbf G=\mathbf R/R^3$. The cyclic rule for a triple product gives
\begin{equation}
\frac{e}{m_e}\mathbf A\cdot\mathbf p_i
=-\frac{\mu_0e}{4\pi m_e}\,\boldsymbol\mu_n\cdot(\mathbf G\times\mathbf p_i)
=+\frac{\mu_0e}{4\pi m_e}\,\boldsymbol\mu_n\cdot(\mathbf p_i\times\mathbf G).
\end{equation}
The last step exchanges operators. The extra term it could produce is $\epsilon_{abc}[p_b,G_c]$. Because $\mathbf G$ is a gradient, $[p_b,G_c]$ is symmetric in $b$ and $c$, and its contraction with the antisymmetric $\epsilon_{abc}$ vanishes. Inserting $e/m_e=2\mu_B/\hbar$ gives the second term of (\ref{field}), including its sign after $V=-\boldsymbol\mu_n\cdot\mathbf B$. This is the Biot--Savart field of a charge $-e$ with velocity $\mathbf p_i/m_e$.

The spin part is
\begin{equation}
-\mathbf m_i\cdot(\nabla_i\times\mathbf A)
=-\frac{\mu_0}{4\pi}\sum_{ab}m_{i,a}\,\mu_{n,b}
\left(\partial_a\partial_b-\delta_{ab}\nabla^2\right)\frac1R ,
\end{equation}
by $\nabla\times\nabla\times\mathbf v=\nabla(\nabla\cdot\mathbf v)-\nabla^2\mathbf v$. The bracket is symmetric in $a$ and $b$, and second derivatives are the same with respect to $\mathbf r_i$ and $\mathbf r_n$. The two moments may therefore change roles, which gives $-\boldsymbol\mu_n\cdot(\mu_0/4\pi)\nabla\times\nabla\times(\mathbf m_i/R)$. $\square$

\paragraph{Remark: the quadratic term.}
The dropped term is $e^2A^2/2m_e$. For spin one half $(\boldsymbol\sigma\times\mathbf R)^2=2R^2$: with $\mathbf R$ along $z$, the left side is $R^2(\sigma_y^2+\sigma_x^2)$. At $Q=0$ the integral over neutron positions beyond a distance $R_c$ is
\begin{equation}
\frac{e^2}{2m_e}\left(\frac{\mu_0}{4\pi}\right)^2
\int_{R_c}^{\infty}\frac{2\mu_n^2}{R^4}\,4\pi R^2dR
=\frac{e^2}{2m_e}\left(\frac{\mu_0}{4\pi}\right)^2\frac{8\pi\mu_n^2}{R_c},
\end{equation}
where $\mu_n=\gamma\mu_N$. The non-relativistic Hamiltonian cannot be trusted below the reduced Compton wavelength $\hbar/m_ec$. With this as $R_c$, and the factor $m_n/2\pi\hbar^2$ derived below, the term amounts to about $2\times10^{-5}$ fm per electron. This is an estimate that depends on the cutoff, but it is far below $p$.

If an external vector potential acts on the electrons, $\mathbf p_i$ is replaced by $\mathbf p_i+e\mathbf A_{\rm ext}$. The added function of position commutes with $\mathbf G$, so the argument is unchanged.

\section{The Fourier transform removes the parallel part}

\paragraph{Lemma 2.}
The field of Lemma 1 has the Fourier component $\mathbf B(\mathbf Q)=\mu_0\mathbf M_\perp(\mathbf Q)$, with $\mathbf M_\perp$ given by (\ref{mperp}).

\paragraph{Proof.}
Integration by parts turns $\nabla$ into $-i\mathbf Q$; slowly decaying tails are given a smooth cutoff that is afterwards removed. Applied to $\nabla^2(1/R)=-4\pi\delta(\mathbf R)$, this gives $-Q^2$ times the transform of $1/R$ on the left and $-4\pi$ on the right. Therefore
\begin{equation}
\frac1R\;\longrightarrow\;\frac{4\pi}{Q^2},\qquad
\frac{\mathbf R}{R^3}=-\nabla\frac1R\;\longrightarrow\;\frac{4\pi i\,\mathbf n}{Q}.
\end{equation}
The integral runs over $\mathbf r_n=\mathbf r_i+\mathbf R$, which supplies the factor $e^{i\mathbf Q\cdot\mathbf r_i}$. For the spin field,
\begin{align}
\mathbf B_{i,\rm spin}(\mathbf Q)
&=\frac{\mu_0}{4\pi}\,(-i)^2\,\mathbf Q\times(\mathbf Q\times\mathbf m_i)\,
\frac{4\pi}{Q^2}\,e^{i\mathbf Q\cdot\mathbf r_i}\nonumber\\
&=\mu_0\,\mathbf n\times(\mathbf m_i\times\mathbf n)\,e^{i\mathbf Q\cdot\mathbf r_i}.
\end{align}
The minus sign from $(-i)^2$ has been used to reverse the order of the inner cross product. For the orbital field,
\begin{equation}
\mathbf B_{i,\rm orb}(\mathbf Q)
=-\frac{\mu_0}{4\pi}\frac{2\mu_B}{\hbar}\frac{4\pi i}{Q}\,
\mathbf p_i\times\mathbf n\,e^{i\mathbf Q\cdot\mathbf r_i}
=-\mu_0\mu_B\frac{2i}{\hbar Q}\,e^{i\mathbf Q\cdot\mathbf r_i}\,\mathbf p_i\times\mathbf n .
\end{equation}
The exponential may be moved to the left because $[\mathbf p_i,e^{i\mathbf Q\cdot\mathbf r_i}]=\hbar\mathbf Q\,e^{i\mathbf Q\cdot\mathbf r_i}$, and $\mathbf Q\times\mathbf n=0$. With $\mathbf m_i=-g\mu_B\mathbf s_i$, the sum over electrons is $\mu_0$ times (\ref{mperp}). Both terms are perpendicular to $\mathbf n$. $\square$

\paragraph{Remark: the general reason.}
Every magnetic field obeys $\nabla\cdot\mathbf B=0$, hence $\mathbf Q\cdot\mathbf B(\mathbf Q)=0$. Suppose a steady current is described by a magnetization, $\mathbf j=\nabla\times\mathbf M$. Then $\nabla\times\mathbf B=\mu_0\mathbf j$ becomes $\mathbf n\times\mathbf B=\mu_0\,\mathbf n\times\mathbf M$. Taking $-\mathbf n\times$ of both sides, and using $\mathbf n\cdot\mathbf B=0$ on the left, gives
\begin{equation}
\mathbf B(\mathbf Q)=-\mu_0\,\mathbf n\times[\mathbf n\times\mathbf M(\mathbf Q)]
=\mu_0\left[\mathbf M-\mathbf n(\mathbf n\cdot\mathbf M)\right].
\end{equation}
Adding a gradient $\nabla\chi$ to $\mathbf M(\mathbf r)$ changes neither the current nor the field. In Fourier space it adds $-i\mathbf Q\chi(\mathbf Q)$, which is parallel to $\mathbf Q$. The parallel part that drops out is thus the part that the current leaves undetermined.

The rule refers to the direction of the Fourier component $\mathbf M(\mathbf Q)$, in which all points of the sample are summed with their phases. It does not select places in the sample where $\mathbf M(\mathbf r)$ happens to be perpendicular to $\mathbf Q$.

\paragraph{Remark: where the parallel part goes.}
A point dipole has field lines along its own axis, so the cancellation deserves a look in real space. Replace the dipole by a sphere of radius $a$ with uniform magnetization $\mathbf M_s$ and total moment $\mathbf m$. Its field is $2\mu_0\mathbf M_s/3$ inside and that of a point dipole outside. These fields have zero curl and divergence away from the surface. At polar angle $\theta$ from $\mathbf M_s$ the normal component is $\tfrac23\mu_0M_s\cos\theta$ on both sides. The tangential component jumps from $-\tfrac23\mu_0M_s\sin\theta$ to $+\tfrac13\mu_0M_s\sin\theta$, as the surface current $M_s\sin\theta$ requires.

The transform of a uniform sphere, divided by its volume, is $f_s=3j_1(x)/x$ with $x=Qa$, where $j_l$ are spherical Bessel functions. The inside therefore contributes $\tfrac23\mu_0f_s\mathbf m$. Outside, let $\mathbf u=\mathbf R/R$. The plane-wave expansion gives
\begin{equation}
\int e^{i\mathbf Q\cdot\mathbf R}\,[3\mathbf u(\mathbf u\cdot\mathbf m)-\mathbf m]\,d\Omega
=-4\pi j_2(QR)\,[3\mathbf n(\mathbf n\cdot\mathbf m)-\mathbf m].
\end{equation}
For $\mathbf m$ along $\mathbf n$ the angular function is $2P_2$, whose integral is $2\cdot4\pi i^2j_2$; the two perpendicular directions follow because the tensor has zero trace. Since $(j_1/x)'=-j_2/x$, the radial integral is $\int_a^\infty j_2(QR)\,dR/R=j_1(x)/x=f_s/3$. The two regions add to
\begin{equation}
\mathbf B(\mathbf Q)=\mu_0f_s\left\{\tfrac23\mathbf m
+\left[\tfrac13\mathbf m-\mathbf n(\mathbf n\cdot\mathbf m)\right]\right\}.
\end{equation}
Along $\mathbf Q$ the shares are $+\tfrac23$ from inside and $-\tfrac23$ from outside. Across $\mathbf Q$ they are $\tfrac23$ and $\tfrac13$, with sum one. The numerical check finds the same four shares by direct quadrature at $Qa=1$. They do not depend on $a$, so the inner share survives when the sphere shrinks to a point. It then becomes the contact field at the electron, and without it the perpendicular rule would fail.

\section{From the field to the scattering length}

\paragraph{Lemma 3.}
In the first Born approximation the scattering length of a potential $V$, counted positive for repulsion, is $b=m_nV(\mathbf Q)/2\pi\hbar^2$.

\paragraph{Proof.}
Normalize plane waves in a volume $\Lambda$. The matrix element is
\begin{equation}
\langle\mathbf k'|V|\mathbf k\rangle=\frac1\Lambda\int e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}V\,d^3r=\frac{V(\mathbf Q)}{\Lambda}.
\end{equation}
The number of final states per unit energy and solid angle is $\Lambda m_nk'/(2\pi)^3\hbar^2$, and the incident flux is $\hbar k/m_n\Lambda$. The golden-rule rate divided by the flux is
\begin{equation}
\frac{d\sigma}{d\Omega}
=\frac{2\pi}{\hbar}\frac{|V(\mathbf Q)|^2}{\Lambda^2}\,
\frac{\Lambda m_nk'}{(2\pi)^3\hbar^2}\,\frac{m_n\Lambda}{\hbar k}
=\frac{k'}{k}\left|\frac{m_nV(\mathbf Q)}{2\pi\hbar^2}\right|^2 .
\end{equation}
For elastic scattering $k'=k$, and the cross section is $|b|^2$. The golden rule gives only the modulus. The phase follows from the outgoing first-order wave $-(m_n/2\pi\hbar^2)\int e^{ik|\mathbf r-\mathbf r'|}|\mathbf r-\mathbf r'|^{-1}V(\mathbf r')e^{i\mathbf k\cdot\mathbf r'}d^3r'$. At large $r$, $k|\mathbf r-\mathbf r'|\to kr-\mathbf k'\cdot\mathbf r'$, and this wave becomes $-b\,e^{ikr}/r$ with $b=m_nV(\mathbf Q)/2\pi\hbar^2$, which is positive for a repulsive potential at small $Q$. $\square$

The program compares this normalization with a solved Schr\"odinger equation at zero energy. A Gaussian barrier of width $0.5$ angstrom, with a Born length of $13.5$ fm like that of five Bohr magnetons, gives a Born length that differs from the solved one by $1.5\times10^{-4}$ of the latter. The ratio of length to width is $2.7\times10^{-4}$, so the potential is weak. The barrier is a short-range stand-in and does not measure the error for the dipole field itself.

\paragraph{Proof of the theorem.}
By Lemmas 1 and 2,
\begin{equation}
V(\mathbf Q)=-\boldsymbol\mu_n\cdot\mathbf B(\mathbf Q)
=+\gamma\mu_N\mu_0\,\boldsymbol\sigma\cdot\mathbf M_\perp(\mathbf Q).
\end{equation}
Lemma 3 multiplies this by $m_n/2\pi\hbar^2$, which is (\ref{main}) with the first form of $p$. Inserting the two magnetons,
\begin{equation}
p=\frac{m_n\mu_0\gamma}{2\pi\hbar^2}\,\frac{e\hbar}{2m_p}\,\frac{e\hbar}{2m_e}
=\frac{\gamma}{2}\,\frac{\mu_0e^2}{4\pi m_e}\,\frac{m_n}{m_p}
=\frac{\gamma r_0}{2}\,\frac{m_n}{m_p}.\qquad\square
\end{equation}

The numbers are
\begin{equation}
\frac{\gamma r_0}{2}=\frac{1.91304\times2.81794\ {\rm fm}}{2}=2.6954\ {\rm fm},\qquad
p=2.6954\ {\rm fm}\times1.001378=2.6991\ {\rm fm}.
\end{equation}
The proton mass enters through the nuclear magneton, the neutron mass through the neutron's motion. The electron mass in $r_0$ comes from the Bohr magneton.

\paragraph{Corollary.}
For unpolarized neutrons and elastic scattering that leaves the electrons in one fixed state,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{p^2}{\mu_B^2}\,|\mathbf M_\perp|^2 ,
\label{cross}
\end{equation}
where $\mathbf M_\perp$ now denotes the expectation value in that state.

\paragraph{Proof.}
Summing over final and averaging over initial neutron spins gives $\tfrac12{\rm Tr}[(\boldsymbol\sigma\cdot\mathbf M_\perp^*)(\boldsymbol\sigma\cdot\mathbf M_\perp)]$. The product equals $|\mathbf M_\perp|^2+i\boldsymbol\sigma\cdot(\mathbf M_\perp^*\times\mathbf M_\perp)$. Pauli matrices have zero trace, and the unit matrix has trace two. $\square$

\section{Orbital moments scatter with the same strength at small $Q$}

The orbital term in (\ref{mperp}) contains a momentum and does not look like a magnetic moment. The hydrogen $2p$ state with $m=+1$ shows the connection. In atomic units ($\hbar=a_0=1$),
\begin{equation}
\psi=\frac{(x+iy)\,e^{-r/2}}{\sqrt{64\pi}},\qquad
\psi^*\mathbf p\,\psi=\frac{e^{-r}}{64\pi}\,\hat{\mathbf z}\times\mathbf r-\frac i2\nabla|\psi|^2 .
\end{equation}
The first term is the density times the gradient of the phase, $\hat{\mathbf z}\times\mathbf r/(x^2+y^2)$. The second has a Fourier component along $\mathbf Q$ and disappears in the product with $\mathbf n$. The remaining transform follows from that of $e^{-r}$:
\begin{align}
\int e^{i\mathbf Q\cdot\mathbf r}e^{-r}d^3r
&=\frac{4\pi}{Q}\int_0^\infty r\sin(Qr)\,e^{-r}dr=\frac{8\pi}{(1+Q^2)^2},\\
\int e^{i\mathbf Q\cdot\mathbf r}\,\mathbf r\,e^{-r}d^3r
&=-i\nabla_Q\frac{8\pi}{(1+Q^2)^2}=\frac{32\pi i\,\mathbf Q}{(1+Q^2)^3}.
\end{align}
Dividing by $64\pi$ and inserting the result in the orbital operator gives
\begin{equation}
\left\langle\frac iQ\,e^{i\mathbf Q\cdot\mathbf r}\,\mathbf p\times\mathbf n\right\rangle
=\frac iQ\,\frac{i}{2}\,\frac{(\hat{\mathbf z}\times\mathbf Q)\times\mathbf n}{(1+Q^2)^3}
=\frac12\,\frac{\hat{\mathbf z}-\mathbf n(\mathbf n\cdot\hat{\mathbf z})}{(1+Q^2)^3},
\end{equation}
because $(\hat{\mathbf z}\times\mathbf n)\times\mathbf n=\mathbf n(\mathbf n\cdot\hat{\mathbf z})-\hat{\mathbf z}$. Multiplied by the factor $-2\mu_B$ in (\ref{mperp}), this tends for small $Q$ to the perpendicular part of $-\mu_B\hat{\mathbf z}$. That is the orbital moment of a state with one unit of angular momentum. As $Q\to0$, one Bohr magneton of orbital moment here has the strength $p$, as one of spin moment does. At finite $Q$ the two fall off differently. The spin term carries the transform of the density $(x^2+y^2)e^{-r}/64\pi$, which follows by applying $-(\partial_{Q_x}^2+\partial_{Q_y}^2)/64\pi$ to $8\pi/(1+Q^2)^2$ and equals $(1+Q^2)^{-3}-3(Q_x^2+Q_y^2)(1+Q^2)^{-4}$. The orbital term carries $(1+Q^2)^{-3}$. At $Q=0.7$ and $\mathbf n=(1,2,2)/3$ these factors are $0.137$ and $0.302$.

At $Q=0.7$ and $\mathbf n=(1,2,2)/3$ the formula gives $(-0.0336,-0.0672,0.0840)$. Quadrature with numerical derivatives of the wavefunction agrees, with the exponential on either side of $\mathbf p$.

\section{The manganese ion}

The opening example is an isolated Mn$^{2+}$ ion, fixed in position as assumption (d) requires, $3d^5$ with $S=5/2$ and $L=0$, in unrestricted Hartree--Fock with the def2-TZVP basis. The ion is held in its state of maximal spin projection, and scattering that changes this state is not counted. Such scattering does not vanish when the moment is parallel to $\mathbf Q$, because the spin components perpendicular to $\mathbf Q$ connect the projections $5/2$ and $3/2$. Relativity, correlation beyond Hartree--Fock, currents induced by the aligning field and any crystal surroundings are left out. The orbitals are real, so $\psi^*\mathbf p\psi$ is a pure gradient and the orbital term vanishes.

The moment is $g S\mu_B=2.00232\times2.5\,\mu_B=5.006\,\mu_B$, opposite to the electron spin. Let $f(Q)$ be the Fourier component of the spin density divided by its value at $Q=0$. For a moment at right angles to $\mathbf Q$ and a neutron spin along $\mathbf M_\perp$, $b=p\times5.006\,f$. At $2.0$ inverse angstrom, $f=0.764$ and
\begin{equation}
b=2.699\ {\rm fm}\times5.006\times0.764=10.3\ {\rm fm}.
\end{equation}
The square of the unrounded value, $10.325$ fm, with $100\ {\rm fm}^2=1$ barn, is the $1.07$ barn/sr of the opening. As $Q\to0$ the length rises to $13.5$ fm. At $6.0$ inverse angstrom it has fallen to $1.95$ fm, since $f=0.144$: contributions from different parts of the $3d$ shell then arrive with different phases.

Now keep $Q=2.0$ inverse angstrom and let $\alpha$ be the angle between moment and $\mathbf Q$. The perpendicular part is $5.006\times0.7642\,\mu_B\sin\alpha=3.83\,\mu_B\sin\alpha$, so (\ref{cross}) gives
\begin{equation}
\frac{d\sigma}{d\Omega}=1.07\,\sin^2\alpha\ \ {\rm barn/sr}.
\end{equation}
The values are $0.80$ at $60^\circ$, $0.27$ at $30^\circ$ and zero at $0^\circ$. In a crystal of such ions with all moments along one axis, $\mathbf M(\mathbf Q)$ is a sum of parallel vectors with phases. A magnetic reflection with $\mathbf Q$ along that axis is therefore absent, and comparing reflections of a single-domain crystal reveals the axis of the moments. The cross section (\ref{cross}) is unchanged when all moments are reversed, so it does not give their sense along that axis.

\section{Where the result stops}

At $\mathbf Q=0$ the direction $\mathbf n$ is undefined, and for a scatterer with nonzero total moment the limit of $\mathbf M_\perp$ depends on the direction of approach. In a large, nearly perfect crystal the waves scattered by many atoms can add up to a strong beam. The Born approximation may then fail for the crystal as a whole, although it holds for each atom. For a scatterer free to recoil, Lemma 3 holds in the centre-of-mass frame with the reduced mass in place of $m_n$; the differential cross section in the laboratory then needs a change of frame. Finally, the theorem covers the magnetic field of the electrons alone: a reflection without magnetic intensity may still have nuclear intensity.

\section*{Table of computed values}
\begin{verbatim}
gamma (neutron moment / mu_N): 1.91304
classical electron radius r_0: 2.81794 fm
mass ratio m_n/m_p: 1.001378
gamma r_0/2 (usual value): 2.6954 fm per mu_B
p with actual neutron mass: 2.6991 fm per mu_B
electron g factor: 2.00232
A^2 term, cut at Compton length: 2.1e-05 fm
Sphere with Q*radius = 1, shares of B(Q)/(mu_0 M(Q)):
  along Q, inside: 0.6667
  along Q, outside: -0.6667
  along Q, magnitude of sum: 0.0000
  across Q, inside: 0.6667
  across Q, outside: 0.3333
  across Q, sum: 1.0000
Hydrogen 2p, m=+1, Q = 0.7 / Bohr radius, Qhat = (1,2,2)/3:
  orbital operator, quadrature (x,y,z): -0.03359 -0.06718 0.08397
  closed formula (x,y,z): -0.03359 -0.06718 0.08397
Barrier width for Born test: 0.5 angstrom
Born length of barrier: 13.496 fm
relative error of Born length: 1.5e-04
Mn2+, UHF/def2-TZVP:
  energy: -1149.0870 hartree
  <S^2>: 8.7506
  spin moment: 5.0058 mu_B
Moment at right angles to Q:
  Q (1/angstrom), form factor, b (fm), unpolarized (barn/sr)
  0.0  1.0000  13.511  1.8256
  1.0  0.9326  12.600  1.5877
  2.0  0.7642  10.325  1.0660
  4.0  0.3832  5.177  0.2681
  6.0  0.1445  1.952  0.0381
Q = 2.0 /angstrom, moment turned relative to Q:
  angle (degrees), M_perp (mu_B), unpolarized (barn/sr)
  0  0.0000  0.0000
  30  1.9126  0.2665
  60  3.3128  0.7995
  90  3.8253  1.0660
\end{verbatim}
